# Linear-Response Hubbard U as the Interaction Curvature of a Localized Shell: verification in Python

```python
# Result under test: the linear-response Hubbard parameter
#     U = 1/chi0 - 1/chi
# equals the constrained-energy curvature minus the curvature of independent
# electrons in the frozen self-consistent potential, and also equals the
# Hartree-exchange-correlation (Hxc) kernel between two response densities.
#   n     = Tr(P D), occupation of a shell with projector P, both spins
#   alpha = strength of the added potential alpha*P
#   chi   = dn/dalpha with the Hxc potential relaxed self-consistently
#   chi0  = dn/dalpha with the Hxc potential frozen at its ground-state form
# Example: Cl 3p shell in HCl. Internal units are atomic units.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, dft, lib
from pyscf.tdscf.rhf import get_ab

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
BOND = 1.28          # angstrom, rough bond length
STEP = 0.005         # hartree, size of alpha


class ShellShiftedRKS(dft.rks.RKS):
    """Kohn-Sham run with the potential (alpha - removed_u*(n - n_ref)) P.
    The reported total energy leaves this added potential out."""
    projector = None
    alpha = 0.0
    removed_u = 0.0
    n_ref = 0.0

    def get_fock(self, h1e=None, s1e=None, vhf=None, dm=None, *args, **kwargs):
        if h1e is None:
            h1e = self.get_hcore()
        if dm is None:
            dm = self.make_rdm1()
        if self.projector is not None:
            n = np.sum(self.projector * np.asarray(dm))
            shift = self.alpha - self.removed_u * (n - self.n_ref)
            h1e = h1e + shift * self.projector
        return super().get_fock(h1e, s1e, vhf, dm, *args, **kwargs)


def build_molecule(basis):
    return gto.M(atom=f"H 0 0 0; Cl 0 0 {BOND}", basis=basis, verbose=0)


def shell_functions(mol, reference_basis):
    """Overlaps of the molecular basis with atomic Cl 3p functions (x, y, z),
    made orthogonal to Cl 2p; also the self-repulsion of 3pz."""
    ref = build_molecule(reference_basis)
    core = ref.search_ao_label("Cl 2p")
    valence = ref.search_ao_label("Cl 3p")
    assert len(core) == 3 and len(valence) == 3
    overlap = ref.intor("int1e_ovlp")
    coeff = np.zeros((ref.nao_nr(), 3))
    for m in range(3):
        coeff[valence[m], m] = 1.0
        coeff[core[m], m] = -overlap[core[m], valence[m]]
        coeff[:, m] /= np.sqrt(coeff[:, m] @ overlap @ coeff[:, m])
    pz = coeff[:, 2]
    repulsion = np.einsum("ijkl,i,j,k,l->", ref.intor("int2e"), pz, pz, pz, pz,
                          optimize=True)
    return gto.intor_cross("int1e_ovlp", mol, ref) @ coeff, repulsion


def ground_state(mol, functional):
    mf = ShellShiftedRKS(mol)
    mf.xc = functional
    mf.grids.level = 2
    mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 80
    mf.kernel()
    assert mf.converged
    return mf


def orbital_data(mf):
    occupied = mf.mo_occ > 0
    gaps = (mf.mo_energy[~occupied][None, :]
            - mf.mo_energy[occupied][:, None]).ravel()
    a, b = get_ab(mf)
    hessian = (a + b).reshape(gaps.size, gaps.size)
    return (mf.mo_coeff[:, occupied].copy(), mf.mo_coeff[:, ~occupied].copy(),
            gaps, hessian)


def orbital_responses(data, projector):
    c_occ, c_vir, gaps, hessian = data
    p = (c_occ.T @ projector @ c_vir).ravel()
    return -4 * np.sum(p**2 / gaps), -4 * p @ np.linalg.solve(hessian, p)


def hubbard_u(chi0, chi):
    return 1 / chi0 - 1 / chi


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# ---- Two-orbital mean-field model with known interaction energy W n^2/2 ----
HOP, LEVEL, W = 1.0, -3.0, 4.0      # eV


def model_occupation(level):
    vectors = np.linalg.eigh(np.array([[level, -HOP], [-HOP, 0.0]]))[1]
    return 2 * vectors[0, 0]**2


def model_selfconsistent(alpha):
    return brentq(lambda n: model_occupation(LEVEL + alpha + W * n) - n,
                  0, 2, xtol=1e-14)


d = 1e-3
n_model = model_selfconsistent(0.0)
frozen_level = LEVEL + W * n_model
m_chi = (model_selfconsistent(d) - model_selfconsistent(-d)) / (2 * d)
m_chi0 = (model_occupation(frozen_level + d)
          - model_occupation(frozen_level - d)) / (2 * d)
m_off = (model_occupation(LEVEL + d) - model_occupation(LEVEL - d)) / (2 * d)
m_u, m_u_off = hubbard_u(m_chi0, m_chi), hubbard_u(m_off, m_chi)
assert close(m_u, W, 1e-4)
assert abs(m_u_off - W) > 1.0       # switching W off is not the bare response

# ---- HCl: ground state and orbital-Hessian responses ----
mol = build_molecule("def2-svp")
shell, pz_repulsion = shell_functions(mol, "minao")
P = shell @ shell.T
mf = ground_state(mol, "lda,vwn")
data = orbital_data(mf)
assert data[2].min() > 0 and np.linalg.eigvalsh(data[3]).min() > 0
chi0_orb, chi_orb = orbital_responses(data, P)
P_sigma = np.outer(shell[:, 2], shell[:, 2])
sigma_share = orbital_responses(data, P_sigma)[0] / chi0_orb
D_eq = np.array(mf.make_rdm1())
E_eq = mf.e_tot
n_eq = np.sum(P * D_eq)
F_eq = np.array(mf.get_hcore()) + np.array(mf.get_veff(mol, D_eq))
S = mol.intor("int1e_ovlp")
n_pairs = mol.nelectron // 2
homo_lumo = data[2].min()


def relaxed(alpha, removed_u=0.0):
    mf.projector, mf.alpha = P, alpha
    mf.removed_u, mf.n_ref = removed_u, n_eq
    mf.kernel(dm0=D_eq)
    assert mf.converged
    return np.array(mf.make_rdm1()), mf.e_tot


def frozen(alpha):
    c = eigh(F_eq + alpha * P, S)[1][:, :n_pairs]
    density = 2 * c @ c.T
    return density, np.sum(F_eq * density)


def response_and_curvature(plus, minus, energy_centre):
    """chi, curvature of energy against n, density change per unit n."""
    n_p, n_m = np.sum(P * plus[0]), np.sum(P * minus[0])
    slope_p = (plus[1] - energy_centre) / (n_p - n_eq)
    slope_m = (minus[1] - energy_centre) / (n_m - n_eq)
    return ((n_p - n_m) / (2 * STEP), 2 * (slope_p - slope_m) / (n_p - n_m),
            (plus[0] - minus[0]) / (n_p - n_m))


chi, curv, rho1 = response_and_curvature(relaxed(STEP), relaxed(-STEP), E_eq)
chi0, curv0, rho0 = response_and_curvature(frozen(STEP), frozen(-STEP),
                                           np.sum(F_eq * D_eq))
U = hubbard_u(chi0, chi)

# Finite steps leave errors of order STEP^2, hence the 0.3 % tolerances.
assert close(chi, chi_orb, 3e-3) and close(chi0, chi0_orb, 3e-3)
assert close(curv, -1 / chi, 3e-3) and close(curv0, -1 / chi0, 3e-3)


# ---- Kernel formula: U as an interaction between response densities ----
def kernel_on(density):
    h = 0.005
    total = (np.array(mf.get_veff(mol, D_eq + h * density))
             - np.array(mf.get_veff(mol, D_eq - h * density))) / (2 * h)
    return total, np.array(mf.get_j(mol, density))


f_rho1, hartree_rho1 = kernel_on(rho1)
f_rho0, _ = kernel_on(rho0)
U_kernel = np.sum(rho0 * f_rho1)
U_hartree = np.sum(rho0 * hartree_rho1)
lower, upper = np.sum(rho1 * f_rho1), np.sum(rho0 * f_rho0)
assert close(U_kernel, U, 5e-3)
assert lower <= U + 1e-3 * abs(U) and U <= upper + 1e-3 * abs(U)
assert abs(np.sum(S * rho1)) < 1e-6 and abs(np.sum(S * rho0)) < 1e-6

# ---- Taking U out of the functional must leave the bare response ----
D_plus, D_minus = relaxed(STEP, U)[0], relaxed(-STEP, U)[0]
chi_removed = np.sum(P * (D_plus - D_minus)) / (2 * STEP)
assert close(chi_removed, chi0, 5e-3)
assert abs(chi_removed - chi) > 10 * abs(chi_removed - chi0)

# ---- Displacement of charge along the bond (from H towards Cl) ----
with mol.with_common_orig((0, 0, 0)):
    z = mol.intor("int1e_r")[2]
shift0, shift1 = (np.sum(z * r) * ANGSTROM for r in (rho0, rho1))

# ---- Dependence on projector, basis and functional ----
other_shell, _ = shell_functions(mol, "sto-3g")
U_projector = hubbard_u(*orbital_responses(data, other_shell @ other_shell.T))


def variant(basis, functional):
    other = build_molecule(basis)
    functions, _ = shell_functions(other, "minao")
    run = ground_state(other, functional)
    return hubbard_u(*orbital_responses(orbital_data(run),
                                        functions @ functions.T))


U_basis = variant("def2-tzvp", "lda,vwn")
U_functional = variant("def2-svp", "pbe,pbe")


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Two-orbital model")
show("hopping", HOP, "eV", 1)
show("shell level relative to partner", LEVEL, "eV", 1)
show("interaction W put in", W, "eV", 1)
show("self-consistent occupation", n_model, "electrons", 4)
show("self-consistent shell level", frozen_level, "eV", 4)
show("interacting curvature -1/chi", -1 / m_chi, "eV")
show("bare curvature -1/chi0, frozen potential", -1 / m_chi0, "eV")
show("U from frozen potential", m_u, "eV")
show("curvature with W switched off", -1 / m_off, "eV")
show("wrong U from W switched off", m_u_off, "eV")
print("HCl, Cl 3p shell, LDA, def2-SVP, minao projector")
show("bond length", BOND, "angstrom", 2)
show("alpha step", STEP * EV, "eV", 4)
show("Cl 3p occupation", n_eq, "electrons", 4)
show("smallest orbital gap", homo_lumo * EV, "eV")
show("chi, self-consistent", chi / EV, "electrons/eV", 5)
show("chi, orbital Hessian", chi_orb / EV, "electrons/eV", 5)
show("chi0, frozen potential", chi0 / EV, "electrons/eV", 5)
show("chi0, sum over orbitals", chi0_orb / EV, "electrons/eV", 5)
show("sigma share of chi0", 100 * sigma_share, "percent", 1)
show("-1/chi", -EV / chi, "eV")
show("constrained-energy curvature", curv * EV, "eV")
show("-1/chi0", -EV / chi0, "eV")
show("frozen-potential energy curvature", curv0 * EV, "eV")
show("U = 1/chi0 - 1/chi", U * EV, "eV")
show("U = 1/chi0 - 1/chi", U, "hartree", 4)
show("U from kernel formula", U_kernel * EV, "eV")
show("Hartree part of U", U_hartree * EV, "eV")
show("exchange-correlation part of U", (U_kernel - U_hartree) * EV, "eV")
show("lower bound on U", lower * EV, "eV")
show("upper bound on U", upper * EV, "eV")
show("chi after removing U", chi_removed / EV, "electrons/eV", 5)
show("unscreened 3p sigma self-repulsion", pz_repulsion * EV, "eV")
show("charge shift to Cl per unit n, bare", shift0, "electron angstrom")
show("charge shift to Cl per unit n, relaxed", shift1, "electron angstrom")
show("change of U if |chi0| is 1 percent larger",
     (hubbard_u(1.01 * chi0, chi) - U) * EV, "eV")
show("U with STO-3G 3p projector", U_projector * EV, "eV")
show("U with def2-TZVP basis", U_basis * EV, "eV")
show("U with PBE functional", U_functional * EV, "eV")
print("all good")
```

Output:

```
Two-orbital model
hopping: 1.0 eV
shell level relative to partner: -3.0 eV
interaction W put in: 4.0 eV
self-consistent occupation: 0.8341 electrons
self-consistent shell level: 0.3364 eV
interacting curvature -1/chi: 6.085 eV
bare curvature -1/chi0, frozen potential: 2.085 eV
U from frozen potential: 4.000 eV
curvature with W switched off: 11.718 eV
wrong U from W switched off: -5.633 eV
HCl, Cl 3p shell, LDA, def2-SVP, minao projector
bond length: 1.28 angstrom
alpha step: 0.1361 eV
Cl 3p occupation: 5.7175 electrons
smallest orbital gap: 7.366 eV
chi, self-consistent: -0.01967 electrons/eV
chi, orbital Hessian: -0.01966 electrons/eV
chi0, frozen potential: -0.03323 electrons/eV
chi0, sum over orbitals: -0.03322 electrons/eV
sigma share of chi0: 98.7 percent
-1/chi: 50.850 eV
constrained-energy curvature: 50.850 eV
-1/chi0: 30.098 eV
frozen-potential energy curvature: 30.098 eV
U = 1/chi0 - 1/chi: 20.752 eV
U = 1/chi0 - 1/chi: 0.7626 hartree
U from kernel formula: 20.749 eV
Hartree part of U: 29.198 eV
exchange-correlation part of U: -8.449 eV
lower bound on U: 17.941 eV
upper bound on U: 24.941 eV
chi after removing U: -0.03324 electrons/eV
unscreened 3p sigma self-repulsion: 14.503 eV
charge shift to Cl per unit n, bare: 2.294 electron angstrom
charge shift to Cl per unit n, relaxed: 2.131 electron angstrom
change of U if |chi0| is 1 percent larger: 0.298 eV
U with STO-3G 3p projector: 16.891 eV
U with def2-TZVP basis: 20.364 eV
U with PBE functional: 19.829 eV
all good
```
